# Threshold Voltage of a MOS Capacitor in the Depletion Approximation, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. From a depleted layer to the threshold voltage

### A block of charge behind an oxide

Take a metal gate, an oxide of thickness $t_{ox}$ and a p-type semiconductor with uniform acceptor density $N_A$. Suppose for now that the gate and the semiconductor have equal work functions and that the oxide and its interface hold no charge. With no voltage applied, nothing is charged and the potential is flat everywhere.

A positive gate voltage $V_G$ pushes holes away from the interface. Each acceptor left behind carries one negative elementary charge, $-q$ with $q>0$. Assume that the holes are completely gone from a layer of width $W$, that the semiconductor beyond it is neutral, and that there are no electrons worth counting. This is the depletion approximation. With $x$ measured from the interface into the semiconductor, the charge density is

$$\rho(x)=\begin{cases}-qN_A, & 0<x<W,\\ 0, & x>W.\end{cases}$$

All acceptors are taken to be ionized. The layers are wide compared with their thickness, so everything depends on $x$ alone and charges are given per unit area. The potential $\psi(x)$ is zero deep in the semiconductor, which is grounded.

Poisson's equation in the layer, with semiconductor permittivity $\varepsilon_s$, is

$$\frac{d^2\psi}{dx^2}=-\frac{\rho}{\varepsilon_s}=\frac{qN_A}{\varepsilon_s}.$$

The neutral region has no field, and there is no sheet of charge at $x=W$, so both $\psi$ and $d\psi/dx$ vanish there. One integration from $W$ back to $x$ gives

$$\frac{d\psi}{dx}=\frac{qN_A}{\varepsilon_s}(x-W).$$

The slope is negative inside the layer. The field $E=-d\psi/dx$ is therefore positive and points away from the gate, as it should for a positive gate. A second integration, again with zero at $W$, gives

$$\psi(x)=\frac{qN_A}{2\varepsilon_s}(W-x)^2 .$$

The potential at the interface, called the surface potential, is

$$\psi_s=\psi(0)=\frac{qN_AW^2}{2\varepsilon_s}.$$

Solving for the width,

$$W=\sqrt{\frac{2\varepsilon_s\psi_s}{qN_A}} .$$

The charge in the layer is negative:

$$Q_d=-qN_AW=-\sqrt{2\varepsilon_s qN_A\psi_s}.$$

The last form follows by putting $qN_A$ under the root as $(qN_A)^2$ and cancelling one factor.

The gate carries the opposite charge, $+qN_AW$. The oxide between the two is a parallel-plate capacitor with capacitance per area $C_{ox}=\varepsilon_{ox}/t_{ox}$, so its voltage drop is $V_{ox}=qN_AW/C_{ox}$. The gate voltage is the sum of the two drops:

$$V_G=\psi_s+\frac{\sqrt{2\varepsilon_sqN_A\psi_s}}{C_{ox}}.$$

It is convenient to collect the constants in

$$\gamma=\frac{\sqrt{2\varepsilon_sqN_A}}{C_{ox}},\qquad V_G=\psi_s+\gamma\sqrt{\psi_s}.$$

This is a quadratic equation for $\sqrt{\psi_s}$. Adding $\gamma^2/4$ to both sides completes the square, $(\sqrt{\psi_s}+\gamma/2)^2=V_G+\gamma^2/4$, and the positive root is

$$\sqrt{\psi_s}=-\frac{\gamma}{2}+\sqrt{V_G+\frac{\gamma^2}{4}} .$$

Two limits check it. For a very thin oxide, $C_{ox}\to\infty$ and $\gamma\to0$, so $\psi_s\to V_G$: there is no room for a drop in the oxide. For a thick oxide with $\gamma^2\gg V_G$, expanding the root gives $\sqrt{\psi_s}\approx V_G/\gamma$. Then $\gamma\sqrt{\psi_s}\approx V_G$, and nearly all the voltage falls across the oxide.

Nothing in these equations stops $W$ from growing without limit. To find where depletion gives way to something else, the electrons must be brought in.

### Electrons at the surface

Because the oxide blocks current, the semiconductor can be in thermal equilibrium under a constant gate voltage. The electron current along $x$ is then zero. Drift and diffusion then balance:

$$q\mu_n nE+qD_n\frac{dn}{dx}=0 .$$

Here $n$ is the electron density, $\mu_n$ the mobility and $D_n$ the diffusion constant. For a non-degenerate semiconductor the Einstein relation is $D_n=\mu_n\theta$, where

$$\theta=\frac{kT}{q}$$

is the thermal voltage. Inserting $E=-d\psi/dx$ and dividing by $q\mu_n n$ gives $\theta\,dn/n=d\psi$. Integrating from the bulk, where $\psi=0$ and $n=n_0$,

$$n=n_0e^{\psi/\theta}.$$

Holes have the opposite charge, so the same argument gives $p=p_0e^{-\psi/\theta}$. The product $np=n_0p_0$ does not depend on position. In equilibrium it equals $n_i^2$, where $n_i$ is the intrinsic density.

The bulk is neutral, so $p_0=N_A+n_0$. With $n_0=n_i^2/p_0$ this becomes $p_0^2-N_Ap_0-n_i^2=0$, whose positive root is

$$p_0=\frac{N_A}{2}\left(1+\sqrt{1+\frac{4n_i^2}{N_A^2}}\right)\approx N_A\left(1+\frac{n_i^2}{N_A^2}\right).$$

For $N_A\gg n_i$ the correction is negligible, and

$$p_0\approx N_A,\qquad n_0\approx\frac{n_i^2}{N_A}.$$

The bulk Fermi potential is defined as

$$\phi_F=\theta\ln\frac{N_A}{n_i}.$$

It is positive for p-type material in this convention. It measures how much the potential must rise, starting from the bulk, before the semiconductor becomes locally intrinsic: at $\psi=\phi_F$ the electron density is $(n_i^2/N_A)(N_A/n_i)=n_i$.

Threshold needs a definition, because the electron density rises smoothly. Here it is defined as the point at which the surface electron density equals the acceptor density. From there on, electrons contribute more than the acceptors to the charge density at the surface. Setting $n(0)=N_A$,

$$\frac{n_i^2}{N_A}e^{\psi_s/\theta}=N_A
\quad\Longrightarrow\quad
e^{\psi_s/\theta}=\left(\frac{N_A}{n_i}\right)^2 .$$

Taking the logarithm, the square produces the factor of two:

$$\psi_s=2\theta\ln\frac{N_A}{n_i}=2\phi_F .$$

The first $\phi_F$ brings the surface from p-type to intrinsic. The second makes it as strongly n-type as the bulk is p-type. As $N_A$ is lowered towards $n_i$, the formula gives $2\phi_F\to0$. That trend is sensible, since an intrinsic semiconductor has no type to invert, but the approximation $p_0\approx N_A$ is lost before the limit is reached.

### Threshold without built-in voltages

Put $\psi_s=2\phi_F$ into the block-of-charge result. For equal work functions and a charge-free oxide, the threshold voltage is

$$V_T^{(0)}=2\phi_F+\frac{\sqrt{2\varepsilon_sqN_A\,2\phi_F}}{C_{ox}} .$$

The first term bends the potential in the semiconductor. The second is the oxide drop needed to hold the gate charge that balances the exposed acceptors. Electrons have been used to decide when threshold occurs, but their charge has been left out of the balance. Part 2 examines that omission.

### Unequal work functions

Now let the gate and the semiconductor have work functions $\Phi_m$ and $\Phi_s$, given as energies. The work function is the energy needed to take an electron from the Fermi level to the local vacuum level, and the vacuum level is $-q$ times the electrostatic potential. With $\varphi_m$ and $\varphi_b$ the potentials of the gate and the deep semiconductor, the two Fermi levels are

$$E_{F,m}=-q\varphi_m-\Phi_m,\qquad E_{F,b}=-q\varphi_b-\Phi_s .$$

A voltmeter compares Fermi levels: $E_{F,m}-E_{F,b}=-qV_G$. Subtracting the two expressions and dividing by $-q$,

$$V_G=(\varphi_m-\varphi_b)+\phi_{ms},\qquad \phi_{ms}=\frac{\Phi_m-\Phi_s}{q}.$$

The electrostatic difference is still made of two drops, so

$$V_G=\phi_{ms}+V_{ox}+\psi_s .$$

Any dipole layer at an interface is taken as fixed and included in $\phi_{ms}$. If the gate has the smaller work function, $\phi_{ms}<0$. Electrons then tend to move from the gate to the semiconductor, which leaves the gate positive even at $V_G=0$, so less applied voltage is needed.

### Fixed charge at the interface

Let a fixed sheet of charge $Q_f$ lie at the boundary between oxide and semiconductor, and let $Q_s$ be the total charge in the semiconductor. Draw a Gaussian box from just inside the oxide to the field-free bulk. The displacement entering from the oxide is $\varepsilon_{ox}V_{ox}/t_{ox}=C_{ox}V_{ox}$, and none leaves on the far side. The outward flux equals the enclosed charge:

$$-C_{ox}V_{ox}=Q_s+Q_f .$$

Thus $V_{ox}=-(Q_s+Q_f)/C_{ox}$, and the voltage balance becomes

$$V_G=\phi_{ms}-\frac{Q_f}{C_{ox}}+\psi_s-\frac{Q_s}{C_{ox}} .$$

If the potential in the semiconductor is flat, then $\psi_s=0$ and $Q_s=0$. The gate voltage at which this happens is the flat-band voltage,

$$V_{FB}=\phi_{ms}-\frac{Q_f}{C_{ox}},$$

and for any bending

$$V_G=V_{FB}+\psi_s-\frac{Q_s}{C_{ox}} .$$

This balance does not use the depletion approximation. With $\phi_{ms}=0$, $Q_f=0$ and $Q_s=Q_d$ it returns to the first case.

The position of oxide charge matters. Suppose a sheet $Q$ lies at distance $y$ from the gate. At flat band there is no field between the sheet and the semiconductor, so the gate carries $-Q$ and the field between gate and sheet is $-Q/\varepsilon_{ox}$. The drop over the distance $y$ is

$$-\frac{Qy}{\varepsilon_{ox}}=-\frac{y}{t_{ox}}\frac{Q}{C_{ox}} .$$

Charge next to the gate has no effect on $V_{FB}$, while charge at the interface has the full effect found above.

### The threshold voltage

At threshold $\psi_s=2\phi_F$. In the depletion approximation $Q_s=Q_d$, which is negative, so $-Q_d=|Q_d|$ and

$$\boxed{V_T=V_{FB}+2\phi_F+\frac{|Q_d|}{C_{ox}},\qquad |Q_d|=\sqrt{4\varepsilon_sqN_A\phi_F}}$$

The factor 4 is the 2 from Poisson's equation times the 2 from $2\phi_F$. The words "plus depletion charge over oxide capacitance" hold for the magnitude of the charge. With the signed charge the last term is $-Q_d/C_{ox}$.

For an n-type semiconductor with donor density $N_D$, the exposed donors are positive and the surface must bend the other way. With $\phi_F$ now standing for the positive quantity $\theta\ln(N_D/n_i)$, threshold has $\psi_s=-2\phi_F$ and $Q_s=+|Q_d|$. The same voltage balance gives $V_T=V_{FB}-2\phi_F-|Q_d|/C_{ox}$.

In the thin-oxide limit, $C_{ox}\to\infty$ at fixed charges, both charge terms vanish and $V_T\to\phi_{ms}+2\phi_F$. What remains is the work-function difference and the bending of the semiconductor itself.

### A worked example

Take round model parameters: $T=300$ K, $n_i=10^{10}$ cm$^{-3}$, $N_A=10^{17}$ cm$^{-3}$, relative permittivities 12 for the semiconductor and 4 for the oxide, and $t_{ox}=10$ nm. Let $\phi_{ms}=-1$ V, and let the interface hold $5\times10^{10}$ positive elementary charges per cm$^2$.

The oxide capacitance is $C_{ox}=3.542\times10^{-7}$ F/cm$^2$. The fixed charge shifts the flat-band voltage by

$$-\frac{(1.602\times10^{-19})(5\times10^{10})}{3.542\times10^{-7}}\ \text{V}=-0.0226\ \text{V},$$

so $V_{FB}=-1.0226$ V. The thermal voltage is $\theta=0.02585$ V, and

$$\phi_F=0.02585\ln(10^7)\ \text{V}=0.4167\ \text{V},\qquad 2\phi_F=0.8334\ \text{V}.$$

The semiconductor permittivity is three times that of the oxide: $\varepsilon_s=3C_{ox}t_{ox}=1.0625\times10^{-12}$ F/cm. Hence

$$W=\sqrt{\frac{2(1.0625\times10^{-12})(0.8334)}{(1.602\times10^{-19})(10^{17})}}\ \text{cm}=1.051\times10^{-5}\ \text{cm},$$

or 105.1 nm. The depletion charge has magnitude $qN_AW=1.684\times10^{-7}$ C/cm$^2$. Divided by $C_{ox}$ it gives 0.4756 V. Adding the three terms,

$$V_T=(-1.0226+0.8334+0.4756)\ \text{V}=0.2864\ \text{V}.$$

Without the built-in voltages the threshold would be $0.8334+0.4756=1.3090$ V. Here the negative flat-band voltage removes most of it.

## Part 2. Testing the depletion approximation

### Symbols and results carried over

The coordinate $x$ runs from the interface into a p-type semiconductor with acceptor density $N_A$ and permittivity $\varepsilon_s$. The potential $\psi$ is zero in the bulk and $\psi_s$ at the surface. The thermal voltage is $\theta=kT/q$. The carrier densities are $n=n_0e^{\psi/\theta}$ and $p=p_0e^{-\psi/\theta}$, with $n_0p_0=n_i^2$ and $p_0-n_0=N_A$. For $N_A\gg n_i$, the Fermi potential is $\phi_F=\theta\ln(N_A/n_i)$, and a surface electron density equal to $N_A$ means $\psi_s=2\phi_F$.

For any semiconductor charge $Q_s$ per area,

$$V_G=V_{FB}+\psi_s-\frac{Q_s}{C_{ox}} .$$

The depletion approximation sets $|Q_s|=qN_AW=\sqrt{2\varepsilon_sqN_A\psi_s}$, which gives

$$V_T=V_{FB}+2\phi_F+\frac{\sqrt{4\varepsilon_sqN_A\phi_F}}{C_{ox}} .$$

In the worked example $N_A=10^{17}$ cm$^{-3}$, $C_{ox}=3.542\times10^{-7}$ F/cm$^2$, $V_{FB}=-1.0226$ V, $2\phi_F=0.8334$ V, $W=105.1$ nm, $qN_AW=1.684\times10^{-7}$ C/cm$^2$ and $V_T=0.2864$ V.

### The full charge balance

The block of charge has two faults. Holes do not stop abruptly at $x=W$, and at threshold there are already electrons at the surface. Both are included by keeping all the charges in Poisson's equation:

$$\frac{d^2\psi}{dx^2}=\frac{q}{\varepsilon_s}\left(N_A+n-p\right).$$

Multiply both sides by $d\psi/dx$. The left side becomes the derivative of $\tfrac12(d\psi/dx)^2$. Integrate from the bulk, where the field and potential vanish, to the surface, where the field is $E_s$:

$$\frac{\varepsilon_sE_s^2}{2}=q\int_0^{\psi_s}(N_A+n-p)\,d\psi .$$

The mobile carriers can be integrated without inserting their exponentials. From $dn=n\,d\psi/\theta$ and $dp=-p\,d\psi/\theta$, and from $q\theta=kT$,

$$q(n-p)\,d\psi=kT\,d(n+p).$$

With subscript $s$ for surface values,

$$\frac{\varepsilon_sE_s^2}{2}=qN_A\psi_s+kT\left[(n_s+p_s)-(n_0+p_0)\right].$$

The quantity $kT(n+p)$ is the pressure of the carriers treated as ideal gases. The electric stress at the surface is therefore fixed by the acceptor term and the difference in carrier pressure between surface and bulk. By Gauss's law, the field gives the charge, $|Q_s|=\varepsilon_sE_s$ for $\psi_s>0$.

As a first limit, let the bending be small, $\psi_s\ll\theta$. To second order the pressure difference is

$$kT\left[(n_0-p_0)\frac{\psi_s}{\theta}+(n_0+p_0)\frac{\psi_s^2}{2\theta^2}\right].$$

Since $n_0-p_0=-N_A$ and $kT/\theta=q$, the linear term is $-qN_A\psi_s$ and cancels the acceptor term. With $n_0+p_0\approx N_A$, what remains is

$$\frac{\varepsilon_sE_s^2}{2}=\frac{qN_A\psi_s^2}{2\theta}
\quad\Longrightarrow\quad
E_s=\frac{\psi_s}{L_D},\qquad L_D=\sqrt{\frac{\varepsilon_s\theta}{qN_A}} .$$

The charge is proportional to $\psi_s$, not to $\sqrt{\psi_s}$. The depletion approximation is therefore wrong close to flat band. The Debye length $L_D$ is also the scale over which the edge of the depleted layer is smeared. Comparing it with $W^2=2\varepsilon_s\psi_s/(qN_A)$ gives

$$\frac{L_D}{W}=\sqrt{\frac{\theta}{2\psi_s}} .$$

At threshold in the example this ratio is $\sqrt{0.02585/1.667}=0.125$, or about 13 nm in 105 nm. This is a scale, not the full width of the edge: the hole density takes a few Debye lengths to recover its bulk value. The edge is therefore not sharp.

The depletion approximation has given a formula for the threshold voltage, but the full charge balance shows that the approximation fails close to flat band and that the edge of the depleted layer is not sharp. It remains to find how the hole tail and the surface electrons affect the charge at threshold, and how well the approximation does below and above it.

Numerical values quoted here were computed with a short program.
